**Precursor temperature window: edges, emptiness criterion and neglected effects**

The program tests the window $T_{\min}\le T\le T_{\max}$, with $1/T_{\min}=(R/H)\ln(P/p_{\min})$ and $1/T_{\max}=(R/E)\ln(At/L)$. Here $H$ is the vaporization enthalpy, $P$ the vapour pressure extrapolated to infinite temperature, $E$ and $A$ the Arrhenius parameters, $t$ the hold time, and $L=-\ln(1-x_{\max})$ for a tolerated decomposed fraction $x_{\max}$. It asserts that both edges agree with root searches on the integrated vapour-pressure law and rate equation, and it also tests the critical hold time, the critical pressure and the edge sensitivities. A scan over inverse temperature, using only the two original demands, agrees with the emptiness criterion in all 302 cases: 172 open, 130 empty and none undecided. For the example the window is 355.9 to 365.9 K at a 30-day hold, and it closes at about 121 days. The neglected effects are computed for assumed magnitudes: 70 % carrier saturation and 80 % withdrawal together turn the 10 K window into a gap of 3.8 K.

## Verification by program

```python
# Result under test: a precursor held for time t is usable for T_min <= T <= T_max,
#   1/T_min = (R/H) ln(P/p_min),  1/T_max = (R/E) ln(A t/L),  L = -ln(1-x_max),
# and the interval is non-empty iff p_min < P and A t/L <= (P/p_min)**(E/H).
# H: vaporization enthalpy; P: vapour pressure extrapolated to infinite T;
# E, A: Arrhenius energy and prefactor; x_max: largest decomposed fraction.
# SI units are used internally; pressures are in Torr unless stated.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

R = constants.R
DAY = constants.day
TORR = constants.torr
H, E, A = 65e3, 150e3, 1e13
T_REF, P_REF = 345.0, 1.0
P_MIN, X_MAX, HOLD = 2.0, 0.01, 30 * DAY


# Numerical road: differential laws, quadrature, ODE integration, root search
def pressure(T, delta_cp=0.0):
    slope = lambda s: (H + delta_cp * (s - T_REF)) / (R * s**2)
    return P_REF * np.exp(quad(slope, T_REF, T, epsabs=1e-12)[0])


def vapour_temperature(p, delta_cp=0.0):
    return brentq(lambda T: np.log(pressure(T, delta_cp) / p),
                  300, 420, xtol=1e-10)


def rate(T, energy=E):
    return A * np.exp(-energy / (R * T))


def decomposed(T, t, energy=E):
    kt = rate(T, energy) * t
    sol = solve_ivp(lambda s, x: kt * (1 - x), (0, 1), [0.0],
                    rtol=1e-10, atol=1e-13)
    return sol.y[0, -1]


def decomposition_temperature(t, energy=E):
    return brentq(lambda T: decomposed(T, t, energy) - X_MAX,
                  300, 400, xtol=1e-10)


def critical_time(p):
    k = rate(vapour_temperature(p))
    return quad(lambda x: 1 / (k * (1 - x)), 0, X_MAX)[0]


# Derived formulas
L = -np.log1p(-X_MAX)
P_INF = P_REF * np.exp(H / (R * T_REF))
T_min = H / (R * np.log(P_INF / P_MIN))


def top(t, allowed_kt=L):
    return E / (R * np.log(A * t / allowed_kt))


T_max = top(HOLD)
t_star = L / A * (P_INF / P_MIN) ** (E / H)
p_star = P_INF * (L / (A * HOLD)) ** (H / E)

# Edges and critical values
assert abs(vapour_temperature(P_MIN) - T_min) < 1e-6
assert abs(decomposition_temperature(HOLD) - T_max) < 1e-5
assert abs(critical_time(P_MIN) / t_star - 1) < 1e-6
assert abs(pressure(T_max) / p_star - 1) < 1e-7
power = np.log(critical_time(4.0) / critical_time(1.0)) / np.log(4.0)
assert abs(power + E / H) < 1e-6

# Edge sensitivities by central differences of the numerical roots
h = 0.01
slope_min = (vapour_temperature(P_MIN * np.exp(h))
             - vapour_temperature(P_MIN * np.exp(-h))) / (2 * h)
slope_max = (decomposition_temperature(HOLD * np.exp(h))
             - decomposition_temperature(HOLD * np.exp(-h))) / (2 * h)
assert abs(slope_min / (R * T_min**2 / H) - 1) < 1e-4
assert abs(slope_max / (-R * T_max**2 / E) - 1) < 1e-4
dE = 5e3
shift_E = decomposition_temperature(HOLD, E - dE) - T_max
assert abs(shift_E + dE * T_max / E) < 1e-4

# Emptiness: scan inverse temperature u with the two original demands only.
# The best margin on the grid is low by at most (grid step)*(largest slope);
# cases inside that resolution are left undecided by the scan itself.
u = np.linspace(0, 0.008, 20001)[1:]
rng = np.random.default_rng(7)
cases = [(8000., 16000., -1., -15., 0.01),   # pressure never reached
         (8000., 16000., 10., -15., 0.01)]   # no upper kinetic limit
for _ in range(300):
    cases.append((rng.uniform(4000, 12000), rng.uniform(8000, 25000),
                  rng.uniform(-3, 30), rng.uniform(-15, 50),
                  rng.uniform(0.001, 0.9)))
n_open = n_empty = n_undecided = 0
for a, b, log_p, log_At, x_lim in cases:
    x = -np.expm1(-np.exp(log_At - b * u))
    margin = np.minimum(log_p - a * u, np.log(x_lim / x)).max()
    resolution = (u[1] - u[0]) * max(a, b)
    log_L = np.log(-np.log1p(-x_lim))
    predicted_open = log_p > 0 and log_At - log_L <= b / a * log_p
    if margin >= 0:
        assert predicted_open
        n_open += 1
    elif margin < -resolution:
        assert not predicted_open
        n_empty += 1
    else:
        n_undecided += 1
assert n_open > 30 and n_empty > 30 and n_undecided < 15

# Example with a hold longer than the critical time
assert decomposed(T_min, 180 * DAY) > X_MAX
assert top(180 * DAY) < T_min

# Neglected effects, with assumed magnitudes
saturation = 0.70
T_sat = vapour_temperature(P_MIN / saturation)
drawn = 0.80  # fraction of the initial charge withdrawn at a constant rate


def residue_fraction(kt):
    sol = solve_ivp(lambda s, n: -kt * n - drawn, (0, 1), [1.0],
                    rtol=1e-10, atol=1e-13)
    return 1 - sol.y[0, -1] / (1 - drawn)


kt_drawn = brentq(lambda z: residue_fraction(z) - X_MAX, 1e-6, 0.05)
T_drawn = top(HOLD, kt_drawn)
T_anchor = 420.0
k_anchor = rate(T_anchor)
T_anchored = brentq(lambda T: np.log(k_anchor * HOLD / L)
                    - (E - dE) / R * (1 / T - 1 / T_anchor), 300, 420)
hot_part, hot_excess = 0.10, 10.0
T_wall = brentq(lambda T: np.log(((1 - hot_part) * rate(T)
                + hot_part * rate(T + hot_excess)) * HOLD / L), 300, 400)
auto = 50.0  # rate law dx/dt = k (1-x)(1 + auto*x)
kt_auto = quad(lambda x: 1 / ((1 - x) * (1 + auto * x)), 0, X_MAX)[0]
T_auto = top(HOLD, kt_auto)
delta_cp = -80.0
T_cp = vapour_temperature(P_MIN, delta_cp)
T_dilute = vapour_temperature(P_MIN / (1 - X_MAX))
second_virial = -3e-3
nonideal = second_virial * P_MIN * TORR / (R * T_min)
charge, headspace = 0.5, 2e-4
gas = charge * X_MAX * R * T_max / headspace / TORR

print(f"Reference point: {P_REF:.1f} Torr at {T_REF:.1f} K")
print(f"H = {H/1e3:.1f} kJ/mol, E = {E/1e3:.1f} kJ/mol, A = {A:.1e} 1/s")
print(f"E/H = {E/H:.4f}; R = {R:.5f} J/(mol K)")
print(f"Demands: p_min = {P_MIN:.1f} Torr, x_max = {100*X_MAX:.1f} %")
print(f"Hold = {HOLD/DAY:.0f} days = {HOLD:.4e} s")
print(f"L = {L:.6f}; P = {P_INF:.4e} Torr")
print(f"ln(P/p_min) = {np.log(P_INF/P_MIN):.4f}")
print(f"ln(A t/L) = {np.log(A*HOLD/L):.4f}")
print(f"T_min = {T_min:.2f} K = {T_min-constants.zero_Celsius:.2f} C")
print(f"T_max = {T_max:.2f} K = {T_max-constants.zero_Celsius:.2f} C")
print(f"Window width = {T_max-T_min:.2f} K")
print(f"k(T_min) = {rate(T_min):.4e} 1/s")
print(f"Critical hold t* = {t_star:.4e} s = {t_star/DAY:.1f} days")
print(f"Critical pressure p* for the 30-day hold = {p_star:.3f} Torr")
print(f"Numerical d ln t*/d ln p_min = {power:.4f}")
print(f"dT_min/d ln p_min = {slope_min:.2f} K")
print(f"dT_max/d ln t = {slope_max:.2f} K")
for T in (350.0, T_min, 360.0, T_max, 370.0):
    print(f"At {T:.2f} K: p = {pressure(T):.3f} Torr, "
          f"x = {100*decomposed(T, HOLD):.3f} %")
for days in (7, 30, 90, 180):
    edge = top(days * DAY)
    print(f"{days} days: T_max = {edge:.2f} K, T_max-T_min = {edge-T_min:.2f} K")
print(f"Scan: {n_open} open, {n_empty} empty, {n_undecided} undecided cases")
print("Neglected effects (assumed magnitudes):")
print(f"Saturation {100*saturation:.0f} %: T_min = {T_sat:.2f} K, "
      f"shift {T_sat-T_min:+.2f} K")
print(f"Withdrawal {100*drawn:.0f} %: allowed k t = {kt_drawn:.6f}, "
      f"L/(k t) = {L/kt_drawn:.3f}")
print(f"  T_max = {T_drawn:.2f} K, shift {T_drawn-T_max:+.2f} K")
print(f"Both together: T_max-T_min = {T_drawn-T_sat:.2f} K")
print(f"E lower by {dE/1e3:.0f} kJ/mol, A fixed: T_max shift {shift_E:+.2f} K")
print(f"Same, rate fixed at {T_anchor:.0f} K: "
      f"T_max shift {T_anchored-T_max:+.2f} K")
print(f"{100*hot_part:.0f} % of liquid {hot_excess:.0f} K hotter: "
      f"T_max shift {T_wall-T_max:+.2f} K")
print(f"Autocatalysis, coefficient {auto:.0f}: T_max shift {T_auto-T_max:+.2f} K")
print(f"Heat-capacity change {delta_cp:.0f} J/(mol K): "
      f"T_min shift {T_cp-T_min:+.3f} K")
print(f"Dilution by {100*X_MAX:.0f} % residue: T_min shift {T_dilute-T_min:+.3f} K")
print(f"Second virial coefficient {second_virial*1e6:.0f} cm3/mol: "
      f"B p/(R T) = {nonideal:.2e}")
print(f"Closed vessel: {charge:.1f} mol charge, {headspace*1e3:.1f} L headspace,")
print(f"  1 mol gas per mol decomposed, x_max at T_max: {gas:.0f} Torr gas")
print("tests ok")
```

Printed output:

```
Reference point: 1.0 Torr at 345.0 K
H = 65.0 kJ/mol, E = 150.0 kJ/mol, A = 1.0e+13 1/s
E/H = 2.3077; R = 8.31446 J/(mol K)
Demands: p_min = 2.0 Torr, x_max = 1.0 %
Hold = 30 days = 2.5920e+06 s
L = 0.010050; P = 6.9361e+09 Torr
ln(P/p_min) = 21.9669
ln(A t/L) = 49.3017
T_min = 355.89 K = 82.74 C
T_max = 365.93 K = 92.78 C
Window width = 10.04 K
k(T_min) = 9.6475e-10 1/s
Critical hold t* = 1.0418e+07 s = 120.6 days
Critical pressure p* for the 30-day hold = 3.654 Torr
Numerical d ln t*/d ln p_min = -2.3077
dT_min/d ln p_min = 16.20 K
dT_max/d ln t = -7.42 K
At 350.00 K: p = 1.382 Torr, x = 0.107 %
At 355.89 K: p = 2.000 Torr, x = 0.250 %
At 360.00 K: p = 2.571 Torr, x = 0.445 %
At 365.93 K: p = 3.654 Torr, x = 1.000 %
At 370.00 K: p = 4.623 Torr, x = 1.714 %
7 days: T_max = 377.06 K, T_max-T_min = 21.17 K
30 days: T_max = 365.93 K, T_max-T_min = 10.04 K
90 days: T_max = 357.95 K, T_max-T_min = 2.07 K
180 days: T_max = 353.10 K, T_max-T_min = -2.79 K
Scan: 172 open, 130 empty, 0 undecided cases
Neglected effects (assumed magnitudes):
Saturation 70 %: T_min = 361.76 K, shift +5.87 K
Withdrawal 80 %: allowed k t = 0.003340, L/(k t) = 3.009
  T_max = 357.93 K, shift -8.00 K
Both together: T_max-T_min = -3.83 K
E lower by 5 kJ/mol, A fixed: T_max shift -12.20 K
Same, rate fixed at 420 K: T_max shift -1.62 K
10 % of liquid 10 K hotter: T_max shift -1.80 K
Autocatalysis, coefficient 50: T_max shift -1.55 K
Heat-capacity change -80 J/(mol K): T_min shift +0.075 K
Dilution by 1 % residue: T_min shift +0.163 K
Second virial coefficient -3000 cm3/mol: B p/(R T) = -2.70e-04
Closed vessel: 0.5 mol charge, 0.2 L headspace,
  1 mol gas per mol decomposed, x_max at T_max: 571 Torr gas
tests ok
```
